Conservative Newton Finite Volumes for Moisture Diffusion with Langmuir Binding

**1. One cell**

Take a dry slab of dielectric, thin enough to be described by one concentration c of mobile water. Its left face is held at c_s and its right face is sealed. Some of the water sits on binding sites of density B. If binding is fast, the bound amount is BKc/(1+Kc), where K is the binding constant, and the total is

w(c) = c + BKc/(1+Kc).

Let the slab have thickness h and the mobile water diffusivity D. The distance from the face to the cell centre is h/2, so the inward flux is 2D(c_s−c)/h. An implicit step of length Δt evaluates this flux at the unknown new concentration:

h w(c) = Δt · 2D(c_s−c)/h.

Dividing by h and writing q = 2DΔt/h² gives

f(c) = w(c) + q(c−c_s) = 0.

The slope and curvature of w are

w'(c) = 1 + BK/(1+Kc)²,  w''(c) = −2BK²/(1+Kc)³.

For c ≥ 0, f therefore rises and bends downward, and its tangents lie above it. Newton's method from c = 0 follows the tangent of slope 1+BK+q to

v₁ = q c_s/(1+BK+q).

The tangent vanishes there, so f(v₁) ≤ 0: the iterate is positive and does not pass the root. Later iterates climb towards the root from below.

A start at c = c_s behaves differently. For a very short step, q → 0, the first iterate is c_s − w(c_s)/w'(c_s). With B = 0.30 nm⁻³, K = 60 nm³ and c_s = 0.050 nm⁻³ we have Kc_s = 3, w(c_s) = 0.05 + 0.3·3/4 = 0.275 nm⁻³ and w'(c_s) = 1 + 18/16 = 2.125. The iterate is 0.05 − 0.275/2.125 = −0.079 nm⁻³, where 1+Kc = −3.8. Newton has jumped across the pole of the isotherm. The starting point matters, and the old time level is a safe one. This holds for many coupled cells too.

**2. The model and its discrete form**

Let x run from the open edge at 0 to a seal at L. Mobile water diffuses and bound water does not. With constant D, B and K, and local binding equilibrium,

∂w(c)/∂t = D ∂²c/∂x²,  c(0,t) = c_s,  ∂c/∂x = 0 at x = L.

The initial concentration is non-negative and c_s is constant.

Divide the film into N cells of width h = L/N with centres x_i = (i−½)h. Let a_i be the old concentration and c_i the new one. Integrating over cell i and over one time step, with the flux taken at the new time, gives

h[w(c_i) − w(a_i)] = Δt(F_{i−1/2} − F_{i+1/2}),

F_{1/2} = 2D(c_s−c_1)/h,
F_{i+1/2} = D(c_i−c_{i+1})/h for 1 ≤ i < N,
F_{N+1/2} = 0.

The residual R_i is the left side minus the right side. Summing over cells, each interior flux appears once with each sign and cancels:

h Σ[w(c_i) − w(a_i)] = Δt F_{1/2} + Σ R_i.  (1)

The water balance thus closes up to the algebraic residual, however coarse the grid. The difference w(c_i) − w(a_i) must be kept as it stands. Replacing it by w'(a_i)(c_i−a_i) destroys this property, as Section 4 shows.

A closed balance does not prove that the flux is right, because a wrong D would also give one. A second law is sensitive to D. Multiply the cell equations by x_i, sum, and collect the terms belonging to each face. With R = 0,

h Σ x_i[w(c_i) − w(a_i)] = Δt[x_1F_{1/2} + Σ_{i=1}^{N−1}(x_{i+1}−x_i)F_{i+1/2}].

Here x_1 = h/2 and x_{i+1}−x_i = h. The first term is D(c_s−c_1) and the sum telescopes to D(c_1−c_N), so

h Σ x_i[w(c_i) − w(a_i)] = Δt D(c_s−c_N).  (2)

In a film that starts dry, the first moment of total water is therefore Dc_s t until water reaches the seal, whatever the binding. Less binding means less stored water, but that water lies deeper.

**3. Why Newton converges for every time step**

Put r = DΔt/h. In vector form,

R(c) = h[w(c) − w(a)] + rAc − 2r c_s e₁,

where e₁ is the first unit vector and A is tridiagonal, with diagonal 3, 2, …, 2, 1 and off-diagonal entries −1 (N ≥ 2). The Jacobian is

J(c) = h diag[w'(c_i)] + rA.

Two facts about J are needed, both for c ≥ 0.

First, J has a non-negative inverse. Suppose Jz ≥ 0 but the smallest entry z_m is negative. Row m of Jz is h w'(c_m)z_m, plus r times the differences between z_m and its neighbours, plus 2rz_m if m = 1. The first term is negative and the others are not positive, which is a contradiction. Hence Jz ≥ 0 implies z ≥ 0. Applied to z and −z, this also shows that Jz = 0 forces z = 0, so J is invertible.

Second, the row sums of A are 2, 0, …, 0 and w' ≥ 1, so J applied to the vector of ones is at least h in each entry. Applying J⁻¹ ≥ 0 gives ‖J⁻¹‖ ≤ 1/h in the maximum norm.

Start Newton at v₀ = a, so that J(v_k)(v_{k+1}−v_k) = −R(v_k).

*The first iterate is non-negative.* Since R(a) = rAa − 2rc_s e₁,

J(a)v₁ = J(a)a − R(a) = h w'(a)a + 2r c_s e₁ ≥ 0,

because the terms rAa cancel. Hence v₁ ≥ 0.

*Later iterates rise.* Concavity means w(y) ≤ w(z) + w'(z)(y−z) for non-negative y and z. The rest of R is linear, so

R(v_{k+1}) ≤ R(v_k) + J(v_k)(v_{k+1}−v_k) = 0.

The next correction, −J⁻¹R(v_{k+1}), is then non-negative. By induction all iterates are non-negative, and from v₁ onward they do not decrease.

*They stay bounded.* Let M be the larger of c_s and the largest a_i, and let **M** be the vector with all entries M. Then

R(**M**) = h[w(M) − w(a)] + 2r(M−c_s)e₁ ≥ 0.

By concavity again,

0 ≤ R(**M**) ≤ R(v_k) + J(v_k)(**M**−v_k) = J(v_k)(**M**−v_{k+1}),

so v_{k+1} ≤ **M**.

A rising bounded sequence has a limit. The corrections tend to zero and J stays bounded, so R vanishes at the limit, and a solution between 0 and M exists. It is the only non-negative one. For two solutions, subtracting the equations gives a matrix like J, with w' replaced by secant slopes that are at least 1, acting on their difference. That matrix is invertible by the same argument, so the difference is zero.

*The convergence is quadratic.* Let c* be the solution and ε_k the largest entry of |c*−v_k|. Taylor's theorem with remainder, cell by cell, gives

0 = R(v_k) + J(v_k)(c*−v_k) + (h/2)w''(ξ)(c*−v_k)².

Since R(v_k) = −J(v_k)(v_{k+1}−v_k), the first two terms combine to J(v_k)(c*−v_{k+1}). With |w''|/2 ≤ BK² and ‖J⁻¹‖ ≤ 1/h,

ε_{k+1} ≤ BK² ε_k².  (3)

A test used 60 random non-negative old states on 100 cells, with steps of 0.01, 100 and 100 000 s and with c_s set to zero or 0.05 nm⁻³. The signs, ordering and upper bound of the iterates held in all of them within a tolerance of 10⁻¹⁰ nm⁻³. For one 600 s step from a dry film, the errors divided by c_s were

0.94, 0.14, 6.6×10⁻³, 2.9×10⁻⁵, 8.0×10⁻¹⁰.

In these units the factor in (3) is BK²c_s = 54. The ratios ε_{k+1}/ε_k² are below 1 for this step and about 2.8 for a 0.01 s step, so in these cases the bound is safe but far from sharp.

The proof uses the concavity of the isotherm. An S-shaped isotherm, such as one with capillary condensation, lacks it. If w still increases with slope at least 1, the uniqueness argument survives, but global convergence of plain Newton is no longer assured.

**4. The algorithm and the cost of stopping early**

For each time step:

1. Set v = a.
2. Form R(v) and the three diagonals of J(v).
3. Solve Jδ = −R and replace v by v+δ.
4. Repeat from 2 until the largest |δ| is below 10⁻¹⁰ times the larger of c_s and the initial concentration.
5. Accept v, and add Δt F_{1/2}, evaluated at v, to the inflow.

The work per iteration is proportional to N. A 48 h wetting run with 400 cells and 1000 steps took 3.15 iterations per step on average and 6 at most. Stored gain minus inflow was −2.6×10⁻¹⁵ of the inventory, which is rounding error.

Suppose one stops after a single iteration. Writing out J(a)(v₁−a) = −R(a) and cancelling rAa gives

h w'(a)(v₁−a) + rAv₁ − 2r c_s e₁ = 0.

This is the scheme with a retardation factor w' taken from the old time level. Subtracting it from R(v₁) leaves

R(v₁) = h[w(v₁) − w(a) − w'(a)(v₁−a)] ≤ 0.

By (1), the stored gain falls short of the net inflow: water disappears from the account. In a 4 h wetting run with 200 cells and the graded steps t_n = T(n/N_t)² of Section 5, the loss was 3.5 % of the inventory with 100 steps, 1.9 % with 200 and 1.0 % with 400, roughly first order. Each step loses an amount of second order in the concentration change. After the initial jump this amount scales as Δt²t^{−3/2}, so with uniform steps the first steps dominate and the accumulated loss falls only as about Δt^{1/2}: 11.0, 7.8 and 5.5 % for the same step counts. Further iterations remove it without a smaller step.

**5. Discretization error**

Insert a smooth solution into the scheme. Expanding about the new time,

[w(t)−w(t−Δt)]/Δt = ∂w/∂t − (Δt/2)∂²w/∂t² + …,

which is a first-order error in time. At an interior face,

(c_{i+1}−c_i)/h = c_x + (h²/24)c_xxx + ….

At the open edge, expanding c_1 about x = 0 gives

2(c_1−c_s)/h = c_x + (h/4)c_xx + (h²/24)c_xxx + ….

The middle term looks like a loss of order. But c_s is constant, so Dc_xx = ∂w/∂t = 0 at the edge and the term vanishes. What remains has the same form as at an interior face, and the flux difference divided by h has an error of order h². At the seal c_x = 0 at all times. Differentiating the diffusion equation in x then gives c_xxx = 0 there, so the order is kept. If c_s varied in time, the h/4 term would return in the local error of the first cell. This need not lower the global order: with a smooth ramp of c_s, uptake and profile still converge at second order.

Local errors must not be amplified. Let E_i be the error in c_i and W_i = s_iE_i the error in total water, where s_i ≥ 1 is a secant slope of w. Subtracting the scheme for the numerical and true solutions gives

h(W_i − W_i^old) + r(AE)_i = Δt h τ_i,

where τ_i is the local error per unit time. Multiply by the sign of E_i, which is also that of W_i, and sum. Each column of A has a diagonal entry at least as large as the sum of the magnitudes of its other entries, so Σ sign(E_i)(AE)_i ≥ 0. Hence

h Σ|W_i| ≤ h Σ|W_i^old| + Δt h Σ|τ_i|.  (4)

Errors in total water add up at worst. They do not grow by themselves, whatever the step.

The jump between a dry film and a wet edge is not smooth, and this weakens the error bound. At early times the profile depends on x/√(Dt), so ∂²w/∂t² scales as t⁻² over a width scaling as t^{1/2}, and its integral over x scales as t^{−3/2}. The local error per unit time, integrated over the film, is thus of order Δt·t^{−3/2}. With uniform steps, its time integral from the first step onward gives a bound of order Δt^{1/2}. With N_t steps and t_n = T(n/N_t)², the local step is about 2√(Tt)/N_t. The integrand becomes t⁻¹/N_t and the bound improves to ln(N_t)/N_t. These are upper bounds, not actual errors: at a fixed later time uniform steps can also be first-order accurate, with errors no larger than those of the graded steps. The wetting and drying runs here use the grading because its short first steps resolve the early uptake.

At 4 h, doubling the number of time steps reduced successive differences between total-water profiles by a factor 2.01 (100, 200 and 400 steps, 200 cells). Halving h reduced successive differences in uptake by 4.00 (50, 100 and 200 cells, 200 steps). These are first and second order. For the spatial error, the bound (4) applied through the initial jump would promise less than second order. The second order seen here is therefore a numerical result, not a proved one.

**6. The linear-binding limit**

The isotherm can be rewritten without approximation as

w(c) = (1+BK)c − BK²c²/(1+Kc).

For Kc ≪ 1 the last term is negligible and the equation becomes linear diffusion with

D_eff = D/(1+BK).

Set u = c_s−c. It vanishes at x = 0, has zero slope at L and starts at c_s. The modes are sin(k_m x) with k_m = (2m+1)π/(2L), m = 0, 1, 2, …, and they decay at the rates D_eff k_m². The initial coefficient is (2c_s/L)∫sin(k_m x)dx = 2c_s/(k_m L), and the mean of the mode over the film is 1/(k_m L). The fractional uptake is therefore

U(t) = 1 − Σ 8/[(2m+1)²π²] exp[−(2m+1)²π²D_eff t/(4L²)].

With Kc_s = 10⁻⁴, L = 100 µm and D = 1.0×10⁻⁸ cm²/s, the scheme agreed with this series from 1 to 72 h within 5.5×10⁻⁴ of the full capacity.

The neglected term is of relative order Kc, so the departure from the linear law should be of first order in Kc_s. At 24 h the uptake lay below the linear value by 2.0 % for Kc_s = 0.05 and by 4.0 % for 0.10.

Drying reaches the same limit even from a strongly loaded film, because c eventually becomes small. The slowest mode then decays at

λ = π²D_eff/(4L²).

With 1+BK = 19, D_eff is 5.26×10⁻¹⁰ cm²/s and λ = 0.0468 h⁻¹. An implicit step multiplies this mode by 1/(1+λΔt), so the rate can be read from two successive inventories as (old/new − 1)/Δt without time-step bias. A drying run started at Kc = 3 gave 0.0468 h⁻¹ after 240 h.

**7. A strongly nonlinear check**

Before the seal matters, set η = x/√(Dt). Then ∂c/∂t = −(η/2t)c' and D∂²c/∂x² = c''/t, so

c'' = −(η/2)w'(c)c',  c(0) = c_s,  c(∞) = 0.

This is an ordinary differential equation, solved by adjusting the edge slope c'(0) = −g c_s until c vanishes far away. The inward flux is g c_s√(D/t), and its time integral, the uptake per unit edge area, is

Q(t) = 2g c_s√(Dt).

For Kc_s = 3 the slope is g = 1.4869. At 1 h, √(Dt) = 60 µm and Q = 2·1.4869·0.05·60 = 8.921 nm⁻³ µm. The finite-volume result, with 400 cells and 800 steps, is 8.920. The first moment is 180.0 nm⁻³ µm², equal to Dc_s t = 1 µm²/s · 0.05 nm⁻³ · 3600 s.

**8. Moisture entering an interlayer film from its edge**

The parameters used so far are rough, assumed values for a capped porous dielectric film at 298 K and 40 % relative humidity, open at one edge and sealed 100 µm away. They are not fitted to a particular material. The saturated total, 0.275 nm⁻³, is 0.69 wt% for a film density of 1.2 g/cm³, and three quarters of the sites are occupied. For a porosity of 0.25, vapour in the pores would supply 7.7×10⁻⁵ nm⁻³ per film volume, far less than c_s, so the mobile water is mainly weakly held. D is an effective diffusivity for all the mobile water, and the value assumed here implies poorly connected pores. In open pores of 1 nm radius, vapour molecules with a mean speed of 590 m/s have a Knudsen diffusivity of two thirds of radius times speed, about 4×10⁻³ cm²/s. Multiplied by the vapour's share of the mobile water, 7.7×10⁻⁵/0.05, this alone would give an effective D of about 6×10⁻⁶ cm²/s, before any reduction by tortuous paths. A film with well-connected pores could thus take up water much faster than in this example.

Full capacity is 0.275·100 = 27.5 nm⁻³ µm. At 1 h the film holds 8.92/27.5 = 32 % of it, at 4 h 65 % and at 12 h 97.5 % (97.6 % with finer time steps). The doubling from 1 to 4 h is the square-root law. At 4 h the mobile concentration at 80 µm is already 0.008 nm⁻³, yet the seal has not visibly altered the uptake. Total water has then fallen to half its edge value at a depth of 68 µm.

Linear binding with the same B and K overestimates the uptake by a factor of about 1.65 at 1 and 4 h and 2.5 at 24 h. In equilibrium the factor is 19·0.05/0.275 = 3.5, because the linear law has no limit on the number of occupied sites.

Drying with the edge held at c = 0 is slower than wetting. Half the water is exchanged in 2.4 h on wetting and 4.6 h on drying; for 90 % the times are 8.3 h and 30 h. For the last stages the contrast follows from the slope of w. Close to saturation, small deviations diffuse with D/w'(c_s) = D/2.125 and relax at 0.0468·19/2.125 = 0.42 h⁻¹. Close to dryness the divisor is 19 and the rate is 0.047 h⁻¹.

One assumption that can fail badly in a real film is the absence of capillary condensation. A meniscus with contact angle θ in a cylindrical pore of radius ρ lowers the liquid pressure by 2γcosθ/ρ, where γ is the surface tension. With molar volume V and relative humidity H, equilibrium with the vapour requires

2γV cosθ/ρ = R_gT ln(1/H),

where R_g is the gas constant. For θ = 0 the radius is 1.15 nm, so in equilibrium pores of 1 nm radius are filled when θ is below about 29°. An open pore that starts dry may stay unfilled up to a higher humidity, because no meniscus spans it yet. Continuum capillarity is itself approximate at this size. Filling a porosity of 0.25 would store 8.3 nm⁻³, 30 times the Langmuir total. For pores of this size the example is therefore safe only if the walls are not strongly wetting; a film made hydrophilic by plasma damage may violate this.

Slow binding and a modest warming matter less for the inputs assumed below. Finite binding speed can be included through

∂b/∂t = [Kc(B−b) − b]/τ,

where b is the bound water and τ the desorption time. An assumed desorption barrier of 0.9 eV with an attempt rate of 10¹³ s⁻¹ gives a τ of about 160 s and lowers the 1 h uptake by 0.4 %; for 0.6 eV the change is negligible. The result depends strongly on the barrier: at 1.0 eV, τ would be about 2.2 h, the 1 h uptake would be about 20 % lower, and binding equilibrium could not be assumed. Warming by 10 K at fixed c_s, with assumed energies of 0.4 eV for diffusion and 0.5 eV for binding, multiplies D by 1.66 and K by 0.53 and raises the 1 h uptake by 15 %, while the saturated total falls by 15 %.

The cap must also be tight. Let P be its permeability referred to the mobile concentration in the film. Through a cap of thickness d_c over a film of thickness d_f, the water gained per film volume in time t is at most Pc_s t/(d_c d_f). Keeping this below 1 % of saturation for 24 h, with a 50 nm cap on a 200 nm film, requires P < 6.4×10⁻¹⁷ cm²/s. A more permeable cap would call for a vertical source term in the model. The numerical output below lists most of the values used here.

Computed results

```
INPUTS AND EQUILIBRIUM
D = 1.0e-08 cm2/s, L = 100 um, T = 298.15 K
B = 0.30 nm^-3, K = 60 nm^3, c_s = 0.050 nm^-3
K c_s = 3.00, site occupancy = 0.750
saturated total water = 0.2750 nm^-3
same, for film density 1.2 g/cm3 = 0.69 wt%
1+BK = 19.0, D_eff = 5.263e-10 cm2/s
NEWTON
errors/c_s, 600 s step from dry: 9.4e-01 1.4e-01 6.6e-03 2.9e-05 8.0e-10 1.4e-16
saturated guess: first iterate min c = -0.0794 nm^-3
  there 1+Kc = -3.76
WATER BALANCE
wetting 48 h: (gain-inflow)/inventory = -2.6e-15
Newton steps: mean 3.15, max 6
one Newton step only, 4 h in 100 steps: gap = -3.497 %
one Newton step only, 4 h in 200 steps: gap = -1.867 %
one Newton step only, 4 h in 400 steps: gap = -0.984 %
NONLINEAR CHECK AT 1 h
similarity edge slope g = 1.48686
uptake: scheme 8.9198, similarity 8.9212 nm^-3 um
first moment: scheme 180.0000, D c_s t = 180.0000 nm^-3 um2
error ratio on halving: h 4.00, dt 2.01
LINEAR LIMIT
K c_s = 1e-4: max deviation from series, 1-72 h = 5.5e-04
24 h uptake below linear law: K c_s=0.05 2.04 %, 0.10 4.00 %
late drying rate: scheme 0.04675, linear 0.04675 1/h
WORKED EXAMPLE
 1 h: uptake 32.4 % of saturation; linear law/true = 1.66
 4 h: uptake 64.8 % of saturation; linear law/true = 1.65
12 h: uptake 97.5 % of saturation; linear law/true = 1.90
24 h: uptake 100.0 % of saturation; linear law/true = 2.54
4 h, x = 20 um: c = 0.03772, total = 0.2458 nm^-3
4 h, x = 50 um: c = 0.02050, total = 0.1860 nm^-3
4 h, x = 80 um: c = 0.00792, total = 0.1046 nm^-3
4 h, depth of half-saturated total water = 68.1 um
50 % exchanged: wetting 2.38 h, drying 4.64 h
90 % exchanged: wetting 8.30 h, drying 29.80 h
NEGLECTED EFFECTS (rough inputs)
desorption barrier 0.6 eV, 1e13 1/s: tau = 1.39e-03 s, 1 h uptake -0.000 %
desorption barrier 0.9 eV, 1e13 1/s: tau = 1.63e+02 s, 1 h uptake -0.362 %
+10 K (0.4 eV in D, 0.5 eV in K): D x1.66, K x0.53
  1 h uptake at fixed c_s +15.2 %
Kelvin radius at 40 % RH, full wetting = 1.15 nm
1 nm pores fill below contact angle 29 deg
water if pores (porosity 0.25) fill = 8.33 nm^-3, 30 x w_sat
pore vapour alone = 7.7e-05 nm^-3
50 nm cap on 200 nm film, 1 % leak in 24 h: permeability < 6.4e-17 cm2/s
```
